# Radial fluorine depletion above a consuming wafer in a narrow gap

**Q.** I am told that fluorine atoms above an etching wafer are depleted towards the centre, along a Bessel function $I_0$. But the source is uniform and the wafer is uniform. Why should there be a radial profile at all?

**A.** The wafer and the source alone do not make one. Something beyond the wafer edge must differ from the wafer, so the reactor has to be specified.

Let F atoms have density $n(r,z)$ and constant diffusivity $D$ in a gap of height $H$. The wafer, of radius $R$, lies at $z=0$. Around it is a ring that consumes no F and ends at a side wall of radius $R_c$. Discharge and gas produce $G$ atoms per unit volume and time everywhere. The top plate is inert, there is no gas flow and no gas-phase loss, and the state is steady:

$$D\left[\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial n}{\partial r}\right)+\frac{\partial^2 n}{\partial z^2}\right]+G=0 .$$

**Q.** What does "uniformly consuming" mean here? A uniform flux into the wafer?

**A.** No, a uniform reaction probability $\gamma$. The flux is then $\Gamma=k_s n(r,0)$ with the same speed $k_s$ everywhere, and it follows the local density.

The distinction matters. If the flux had a fixed value $\Gamma_0$, the height-averaged balance would read $D(rn')'/r=\Gamma_0/H-G$. Integrating twice, with a finite value on the axis, gives the parabola $n=n(0)+(\Gamma_0/H-G)r^2/(4D)$. The Bessel function needs a loss proportional to $n$.

**Q.** Then where does $k_s$ come from? Kinetic theory gives a wall flux $n\bar v/4$, so I would write $k_s=\gamma\bar v/4$.

**A.** That is the small-$\gamma$ limit. A consuming surface makes the gas drift towards it, and the drift changes the arriving flux. Let $v$ be the velocity component towards the wafer, $s^2=k_BT/m$, and $M(v)=e^{-v^2/2s^2}/(\sqrt{2\pi}\,s)$. To first order in the drift speed $u$, the distribution is $nM(v)(1+uv/s^2)$. Its net flux is $nu=\Gamma$, because $\int v^2M\,dv=s^2$. The one-way flux towards the wafer is

$$J=n\int_0^\infty vM\,dv+\frac{nu}{s^2}\int_0^\infty v^2M\,dv=\frac{ns}{\sqrt{2\pi}}+\frac{nu}{2}=\frac{n\bar v}{4}+\frac{\Gamma}{2}.$$

The last form uses $\bar v=s\sqrt{8/\pi}$. A fraction $\gamma$ of the arrivals reacts, so $\Gamma=\gamma J$. Collecting $\Gamma$ gives

$$\Gamma\left(1-\frac{\gamma}{2}\right)=\frac{\gamma\bar v}{4}\,n,\qquad k_s=\frac{\gamma\bar v/4}{1-\gamma/2}.$$

This assumes a small drift and a gap of many mean free paths.

**Q.** The equation still has two coordinates. How do you remove $z$?

**A.** Average it over the height. The vertical term becomes

$$\frac DH\int_0^H\frac{\partial^2n}{\partial z^2}dz=\frac DH\left[\frac{\partial n}{\partial z}\bigg|_H-\frac{\partial n}{\partial z}\bigg|_0\right]=-\frac{k_s\,n(r,0)}{H}.$$

The top plate is inert, so the first derivative vanishes. The flux down into the wafer is $+D\,\partial n/\partial z$ at $z=0$, and it equals $k_sn(r,0)$. With $\bar n$ for the height average,

$$\frac Dr\frac{d}{dr}\left(r\frac{d\bar n}{dr}\right)-\frac{k_s}{H}n(r,0)+G=0 .$$

**Q.** That has two unknowns, the average and the density at the wafer. You cannot simply equate them.

**A.** Not without a condition. Take the local supply, volume production plus lateral inflow, to be independent of $z$. It must feed the wafer flux, so it equals $\Gamma/H$ per unit volume, and $D\,\partial^2n/\partial z^2=-\Gamma/H$. Integrating down from the inert top, then up from the wafer,

$$\frac{\partial n}{\partial z}=\frac{\Gamma}{D}\left(1-\frac zH\right),\qquad n=n(r,0)+\frac{\Gamma}{D}\left(z-\frac{z^2}{2H}\right).$$

The average of the last bracket is $H/2-H/6=H/3$. With $\Gamma=k_sn(r,0)$,

$$\frac{\bar n-n(r,0)}{n(r,0)}=\frac{k_sH}{3D}=\frac{\mathrm{Bi}}{3},\qquad \mathrm{Bi}=\frac{k_sH}{D}.$$

"Uniform vertical mixing" therefore means $\mathrm{Bi}\ll1$. Under that condition I replace $n(r,0)$ by $\bar n$ and drop the bar.

**Q.** And now the Bessel function?

**A.** Divide by $D$ and define $\lambda^2=DH/k_s$:

$$\frac1r(rn')'-\frac{n}{\lambda^2}+\frac GD=0 .$$

A constant solves this if it equals $n_\infty=G\lambda^2/D=GH/k_s$, the density at which local production feeds the wafer with no lateral transport. The shift $w=n-n_\infty$ obeys $w''+w'/r=w/\lambda^2$. With $x=r/\lambda$ and $w=\sum c_mx^m$, the left side supplies $m^2c_mx^{m-2}$, so

$$c_1=0,\qquad m^2c_m=c_{m-2},\qquad w=c_0\sum_{j=0}^{\infty}\frac{(x/2)^{2j}}{(j!)^2}=c_0I_0(x).$$

The second solution, $K_0(x)$, behaves as $-\ln x$ near the axis. Its radial flux times $2\pi r$ tends to a nonzero value as $r\to0$, which would be a line source on the axis. There is none, so

$$n(r)=n_\infty+A\,I_0(r/\lambda).$$

The profile is a constant plus $I_0$, not $I_0$ alone.

The length $\lambda$ has a plain reading. An atom survives for a time of order $H/k_s$ above the wafer, and in that time it diffuses a distance of order $\sqrt{DH/k_s}$.

**Q.** You have not shown that $A$ is positive. If it were negative, the centre would be rich in fluorine.

**A.** It can be negative. Consider first a wafer that fills the reactor, with an inert side wall at $R$. Then $n'(R)=0$. Since $I_0'=I_1$, this says $AI_1(R/\lambda)/\lambda=0$, so $A=0$ and the profile is flat. Your first objection was right for that reactor.

Now restore the ring. There $(rn')'=-Gr/D$. Integrating twice,

$$rn'=a-\frac{Gr^2}{2D},\qquad n=n_R+a\ln\frac rR-\frac{G(r^2-R^2)}{4D}.$$

Density and radial flux are continuous at $R$. With $\rho=R/\lambda$,

$$n_R=n_\infty+AI_0(\rho),\qquad A\rho I_1(\rho)=a-\frac{GR^2}{2D}.$$

At the side wall let F be lost with speed $k_w$, so $-Dn'=k_wn$ at $R_c$. Multiply by $R_c$ and write $S=R_c^2-R^2$, $L=\ln(R_c/R)$:

$$-Da+\frac{GR_c^2}{2}=k_wR_c\left[n_R+aL-\frac{GS}{4D}\right].$$

Insert $a=A\rho I_1+GR^2/(2D)$ and $n_R$. The left side becomes $-DA\rho I_1+GS/2$. The square bracket becomes $n_\infty+A(I_0+L\rho I_1)+G(R^2L/2-S/4)/D$. Moving all terms in $A$ to one side,

$$A\Big[D\rho I_1+k_wR_c(I_0+L\rho I_1)\Big]=\frac{GS}{2}-k_wR_c\left[n_\infty+\frac GD\left(\frac{R^2L}{2}-\frac S4\right)\right],$$

with both Bessel functions taken at $\rho$.

**Q.** So what decides the sign?

**A.** The factor multiplying $A$ is positive, so the right side decides. Setting it to zero and using $n_\infty=GH/k_s$, the production rate cancels:

$$k_w^*=\frac{S}{2R_c\left[H/k_s+(R^2L/2-S/4)/D\right]}.$$

If this bracket is positive, a wall slower than $k_w^*$ gives $A>0$ and a depleted centre. At $k_w^*$ the wall removes just what the ring produces, no F crosses the wafer edge, and the height-averaged model gives a flat density above the wafer. A faster wall draws F from above the wafer, and the centre becomes rich. If the bracket is zero or negative, the right side stays positive for every $k_w$. The ring is then so wide that diffusion cannot bring all its production to the wall.

In this reactor, with its uniform source, the cause of depletion is therefore fluorine made over the ring that flows inward and is eaten on the way. A source stronger near the wafer edge than on the axis could deplete the centre even without a ring.

**Q.** Give me a limit I can check by hand.

**A.** Take $k_w=0$. Then $A=GS/[2D\rho I_1(\rho)]$.

For a small wafer, $\rho\ll1$, use $I_0\approx1+\rho^2/4$ and $I_1\approx\rho/2$. This gives $A\approx GS/(D\rho^2)$ and

$$n(R)-n(0)=A[I_0(\rho)-1]\approx\frac{GS}{4D}.$$

The density itself is nearly $n_\infty+A$. Because $A\approx GS\lambda^2/(DR^2)=n_\infty S/R^2$, the sum is $n_\infty R_c^2/R^2$: the wafer eats what the whole reactor makes. The relative depletion is

$$1-\frac{n(0)}{n(R)}\approx\frac{GS}{4D}\,\frac{k_sR^2}{GHR_c^2}=\frac{k_sR^2}{4DH}\left(1-\frac{R^2}{R_c^2}\right).$$

This is the depletion of the height average. It is of size $\mathrm{Bi}\,R^2/(4H^2)$, while the density at the wafer differs from the average by a relative amount of order Bi that is not the same at centre and edge. Read at the wafer surface, the rule therefore also needs $R\gg H$; for a radius comparable to the gap the surface depletion is well above it.

For a large wafer, $\rho\gg1$, both $I_0(\rho)$ and $I_1(\rho)$ approach $e^\rho/\sqrt{2\pi\rho}$. Hence $AI_0(\rho)\approx GS/(2D\rho)$, while $A$ itself is exponentially small. The centre sits at $n_\infty$ and the excess is confined to a rim of width about $\lambda$. Dividing the edge excess by $n_\infty=G\lambda^2/D$ gives $S/(2R\lambda)$.

**Q.** Put in numbers. I want to see whether this is a one per cent effect or a serious one.

**A.** Take rough values in the regime of fluorine etching of a 300 mm silicon wafer in a narrow-gap reactor: 20 mTorr, 400 K, $D=8500$ cm²/s, $H=3$ cm, $R=15$ cm, $R_c=20$ cm, $G=5\times10^{15}$ cm⁻³ s⁻¹. Let $\gamma$ be 0.02 on the wafer and 0.001 on the side wall. The mean speed is $\bar v=6.677\times10^4$ cm/s, so

$$k_s=\frac{0.02\times6.677\times10^4/4}{0.99}=337\ \text{cm/s},\qquad k_w=16.7\ \text{cm/s}.$$

Then $\mathrm{Bi}=337\times3/8500=0.119$, $\lambda=\sqrt{8500\times3/337}=8.70$ cm and $\rho=1.725$. The local-balance density is $n_\infty=5\times10^{15}\times3/337=4.45\times10^{13}$ cm⁻³.

For $A$, use $S=175$ cm², $L=0.2877$, $I_0(\rho)=1.894$ and $I_1(\rho)=1.226$, so $\rho I_1=2.114$. The factor multiplying $A$ is

$$8500\times2.114+16.7\times20\,(1.894+0.608)=1.880\times10^4\ \text{cm}^2/\text{s}.$$

On the right, $GS/2=4.375\times10^{17}$ cm⁻¹ s⁻¹. The bracket is $4.45\times10^{13}-0.67\times10^{13}=3.78\times10^{13}$ cm⁻³, which times $k_wR_c=334$ cm²/s gives $0.126\times10^{17}$ cm⁻¹ s⁻¹. Hence $A=4.249\times10^{17}/1.880\times10^4=2.26\times10^{13}$ cm⁻³, and

$$n(0)=(4.45+2.26)\times10^{13}=6.71\times10^{13}\ \text{cm}^{-3},$$
$$n(R)=(4.45+2.26\times1.894)\times10^{13}=8.73\times10^{13}\ \text{cm}^{-3}.$$

The centre lies 23% below the edge. The weak-depletion rule would give 33%, but $\rho$ is not small here, so the rule is outside its range.

**Q.** What does that do to the etch rate?

**A.** Suppose all consumed F leaves as SiF₄, four atoms per silicon atom. Silicon has $4.99\times10^{22}$ atoms per cm³. At the centre the surface recedes at

$$\frac{337\times6.71\times10^{13}}{4\times4.99\times10^{22}}=1.13\times10^{-7}\ \text{cm/s}=68\ \text{nm/min}.$$

At the edge it is 88 nm/min, and the wafer mean is 78 nm/min. The wafer takes 97% of the fluorine produced and the side wall takes the rest.

**Q.** How fast would the side wall have to be to flatten this?

**A.** With the other parameters held fixed, $R^2L/2-S/4=32.4-43.8=-11.4$ cm². The bracket in $k_w^*$ is $3/337-11.4/8500=7.56\times10^{-3}$ s/cm. Thus

$$k_w^*=\frac{175}{2\times20\times7.56\times10^{-3}}=579\ \text{cm/s}.$$

Solving the surface-speed formula for the probability gives $\gamma=y/(1+y/2)$ with $y=4k_w^*/\bar v=0.0347$, so $\gamma\approx0.034$. The wall would have to be more reactive than the wafer. This flattens the height-averaged model; at the wafer surface a depletion of about 1% remains. At twice $k_w^*$ the centre density exceeds the edge density by 15% of the edge value.

**Q.** You matched several pieces by hand. What rules out a slip?

**A.** The height-averaged equation was also solved on a radial grid, without Bessel functions, for $k_w=0$, 16.7 and 334 cm/s. The largest relative difference from the closed form above the wafer was $7\times10^{-8}$. The same grid solution gave a flat density at $k_w^*$ and a depletion of opposite sign on either side of it.

**Q.** That tests the algebra, but both solutions assume good vertical mixing. I distrust that step most.

**A.** It was tested by solving the equation in both $r$ and $z$. For the example, the height-averaged density differs from the closed form by at most 4.2% of the latter. At the centre the average exceeds the wafer density by 3.98%, against $\mathrm{Bi}/3=3.97\%$.

To see whether the error vanishes as it should, shrink $H$ and $k_s$ by the same factor with $D$, $G$, $k_w$ and the radii fixed. Then $\lambda$ and $n_\infty$ stay put, while Bi falls as the square of the factor. Halving gives an error of 1.06%, and halving again 0.27%. The error falls nearly in proportion to Bi.

**Q.** Does the $I_0$ shape survive when mixing is imperfect?

**A.** Away from the edge it does, with a slightly longer $\lambda$. First subtract the solution without lateral transport, $n_\infty+(G/D)(Hz-z^2/2)$, which equals $n_\infty$ at the wafer. It carries the whole source term and meets the conditions at the wafer and the top plate, so the remainder obeys Laplace's equation with the same two conditions. The function $\cos[\kappa(H-z)]\,I_0(\kappa r)$ satisfies that equation, since its vertical part contributes $-\kappa^2$ and its radial part $+\kappa^2$. It has no flux at the top. The wafer condition $D\kappa\sin\kappa H=k_s\cos\kappa H$ requires

$$\kappa H\tan\kappa H=\mathrm{Bi}.$$

The smallest root sets the long-range profile. The other roots have $\kappa H>\pi$, so their contributions fall by a factor close to e (about 2.65 for the slowest of them, because $I_0$ carries a prefactor $1/\sqrt r$) over each $H/\pi\approx1$ cm from the edge and are small a few centimetres inside it. For small Bi, $\tan x\approx x+x^3/3$ gives $x^2+x^4/3\approx\mathrm{Bi}$, hence $x^2\approx\mathrm{Bi}/(1+\mathrm{Bi}/3)$ to second order in Bi. Since $\lambda^2=H^2/\mathrm{Bi}$,

$$\frac1\kappa\approx\lambda\sqrt{1+\frac{\mathrm{Bi}}3}.$$

The numerical root gives 8.87 cm instead of 8.70 cm. In the two-dimensional solution, the wafer density minus $n_\infty$, divided by $I_0(\kappa r)$, is constant to 0.02% for $r<10$ cm. Divided by $I_0(r/\lambda)$ it varies by 1.1%.

The depletion read at the wafer surface is larger than in the closed form, by less than one percentage point: about 24.0% when converged. The grid value of 23.85% in the output is low by about 0.1 point.

**Q.** Real reactors have flow, recombining surfaces and a plasma that is not uniform. Which of these damages the result most?

**A.** Each was added in turn to the height-averaged balance, using rough values:

- Gas fed uniformly from above and leaving at the side wall, with a residence time of 0.1 s, gives a depletion of 22.2%.
- Recombination on the top plate and ring, with speed $k_w$, gives 21.6%.
- A gas-phase loss rate of 10 s⁻¹ gives 22.5%.
- Production 30% lower at the wall than on the axis, with the same mean, gives 19.5%.

With these values, non-uniform production matters most of the four. It lowers the depletion because it weakens the ring's supply and strengthens the centre's. Other flow or loss rates could change the order. All four together give 15.0%. That fall of 8.2 percentage points exceeds the 6.9 points obtained by adding the separate falls, so the corrections are not additive.

**Q.** Then how close is the example to an actual etcher?

**A.** The gap is narrow. A gap of 10 cm with the same $k_s$ and $D$ would make $\mathrm{Bi}\approx0.4$, and by the $\mathrm{Bi}/3$ estimate the height average would then exceed the wafer density by about 13% at the centre; at the wafer edge the excess is only about 6%. The etch rate is low beside deep silicon etching, which runs at micrometres per minute. Raising $G$ alone would not reach that regime consistently. The relative profile would not change, since the model is linear in $G$, but the edge F density is already 18% of the total gas density $p/k_BT$. A tenfold increase would exceed the gas density, so the larger $G$ would have to come with more gas or a more reactive surface, and both change $\lambda$. A more reactive surface alone would hardly raise the mean rate, because the wafer already takes 97% of the fluorine produced.

The reaction probability is uncertain, because it depends on ion bombardment, surface temperature and feed gas; values reported for thermal F atoms near room temperature can be about ten times smaller than 0.02. The depletion depends strongly on this choice: with the other values fixed it is about 7% for $\gamma\approx0.005$ and about 2% for $\gamma\approx0.002$. The probability has also been reported to fall as the F flux rises. In that case the loss is no longer proportional to $n$, the profile is not exactly $I_0$, and the etch rate varies less across the wafer than the density does. Real production is also not uniform, and the sign of its effect depends on where the source peaks. Together with the other losses, production 30% lower at the wall than on the axis takes the depletion from 23% to about 15% in the example, while production 30% higher at the wall gives about 24%. Two further approximations were not sized. The mean free path, $3D/\bar v=0.38$ cm, is 13% of the gap, so the diffusion equation is only approximate. And with so much F present, $D$ need not be constant.

**Q.** If I wanted a flatter etch, what would this model have me change?

**A.** Reduce the net inflow at the edge, or make $\lambda$ much larger than the wafer radius. A ring that consumes F as the wafer does moves the effective $R$ out to the ring's outer radius. If it reached an inert side wall, the profile would be flat, at the cost of fluorine spent on the ring. Lower pressure raises $D$ and so $\lambda$, if $\gamma$ and $H$ stay fixed and the gas remains collisional across the gap. That condition limits the gain. With mean free path $\ell=3D/\bar v$, $\lambda^2=4\ell H(1-\gamma/2)/(3\gamma)$, so $\ell<H$ keeps $\lambda$ below about 24 cm in the example, only 1.6 wafer radii. A larger $H$ also raises $\lambda$, but it raises Bi as well, and it helps only while $H$ is small beside $R$. Once the gap is comparable to the wafer radius the height-averaged model no longer describes the wafer surface, and the depletion there stops falling, near 12% for the other values of the example. These statements hold for a uniform source; a source peaked on the axis works against the depletion and, if peaked strongly enough, can reverse it. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
pressure 20 mTorr, temperature 400 K
diffusivity D = 8500 cm2/s, gap H = 3.0 cm
wafer radius R = 15.0 cm, wall radius R_c = 20.0 cm
production G = 5.00e+15 cm-3 s-1
reaction probability: wafer 0.02, other surfaces 0.001
mean F speed = 6.6767e+04 cm/s
wafer speed k_s = 337.2 cm/s, wall speed k_w = 16.70 cm/s
Bi = k_s H/D = 0.1190
lambda = 8.696 cm, R/lambda = 1.7249
I0(R/lambda) = 1.8941, I1(R/lambda) = 1.2256
n_inf = 4.448e+13 cm-3, A = 2.259e+13 cm-3
gas density p/kT = 4.828e+14 cm-3
silicon atomic density = 4.994e+22 cm-3
r =  0.0 cm: n = 6.708e+13 cm-3, etch 67.94 nm/min
r =  5.0 cm: n = 6.898e+13 cm-3, etch 69.87 nm/min
r = 10.0 cm: n = 7.519e+13 cm-3, etch 76.15 nm/min
r = 15.0 cm: n = 8.728e+13 cm-3, etch 88.40 nm/min
wafer-mean etch rate = 77.57 nm/min
share of produced F taken by wafer = 96.8 %
edge F density / gas density = 18.1 %
centre depletion, model = 23.15 %
centre depletion, weak rule (k_w = 0) = 32.54 %
critical wall speed = 578.9 cm/s
depletion at twice critical wall speed = -15.35 %
largest error, closed form vs radial solution = 6.6e-08
largest error of mixed model vs 2D, gap and k_s scaled together:
  scale 1.00: 4.176 %
  scale 0.50: 1.064 %
  scale 0.25: 0.269 %
vertical drop at centre, 2D = 3.98 %, Bi/3 = 3.97 %
decay length with finite mixing = 8.868 cm
spread of shift/I0: finite mixing 2.0e-04, plain 1.1e-02
centre depletion with a neglected effect added:
  finite vertical mixing (2D, at wafer): 23.85 %
  gas flow, residence 0.1 s: 22.16 %
  top-plate and ring recombination: 21.55 %
  gas-phase loss 10 s-1: 22.49 %
  production 30 % lower at wall, same mean: 19.50 %
  last four together: 14.99 %
mean free path 3D/v = 0.382 cm, over gap = 0.127
```
